# Phonon free path from the conductivity of a thin silicon film

## Problem

A crystalline silicon film is 20 nm thick. Its walls scatter phonons diffusely, and heat flows along the film. Its in-plane conductivity is 15 percent of the bulk value at the same temperature, 300 K. Rough bulk values are: conductivity $k=148$ W/(m K), heat capacity per volume $C=1.66$ MJ/(m³ K), sound speed $v_s=6200$ m/s.

Treat the phonons as gray, meaning that all have one speed and one free path $\Lambda$. Find $\Lambda$ from the film, compare it with the kinetic estimate from the bulk data, and explain the outcome.

## A tempting solution

Kinetic theory gives $k=Cv\Lambda/3$, so that

$$
\Lambda_{\rm kin}=\frac{3k}{Cv_s}=\frac{3\times148}{1.66\times10^{6}\times6200}\ {\rm m}=43.1\ {\rm nm}.
$$

For the film, take the compact form of the Fuchs-Sondheimer relation. With $d$ the thickness and $R$ the ratio of film to bulk conductivity,

$$
R\simeq1-\frac{3\Lambda}{8d}
\quad\Longrightarrow\quad
\Lambda=\frac{8d(1-R)}{3}=\frac{8\times20\times0.85}{3}\ {\rm nm}=45.3\ {\rm nm}.
$$

The two paths differ by 5 percent of the kinetic value. It seems that the film confirms the kinetic estimate.

## Where it fails

The compact form holds for films much thicker than the free path. The path it returned is more than twice the thickness: $\delta=d/\Lambda=0.441$. The answer contradicts the condition under which it was obtained.

The size of the error follows from putting 45.3 nm into the full relation derived below. The ratio comes out as 0.493, not 0.15. The omitted term is therefore $0.493-0.150=0.343$, more than twice the ratio being fitted. The agreement with 43 nm is an accident of the numbers. A film with a 43.1 nm gray path would keep a fraction 0.504 of the bulk conductivity, or 74.6 W/(m K), whereas the given film has $0.15\times148=22.2$ W/(m K).

## The full film relation

Let $x$ run along the heat flow and $z$ across the film, $0<z<d$. Let $\mu$ be the cosine between a phonon's velocity and the $z$ axis. In the relaxation-time approximation, the steady Boltzmann equation for the phonon distribution $f$ is

$$
\mathbf v\cdot\nabla f=-\frac{f-f_0(T)}{\tau},\qquad \Lambda=v\tau .
$$

Write $f=f_0+\phi$ and keep terms linear in the temperature gradient:

$$
v_x\frac{\partial f_0}{\partial T}\frac{dT}{dx}+v\mu\frac{\partial\phi}{\partial z}=-\frac{\phi}{\tau}.
$$

The driving term is odd in $v_x$, and so is $\phi$. It therefore adds no energy density, and $T$ can be uniform across the film, as assumed here.

In the bulk the $z$ derivative vanishes, and $\phi_b=-\tau v_x(\partial f_0/\partial T)(dT/dx)$. Set $\phi=g\,\phi_b$. The driving term equals $-\phi_b/\tau$, so division by $\phi_b/\tau$ leaves

$$
\mu\Lambda\frac{\partial g}{\partial z}=1-g .
$$

A diffuse wall emits phonons without memory of their former direction, at the local temperature. Hence $g=0$ for phonons leaving a wall. For $\mu>0$ they leave the wall at $z=0$, and

$$
g=1-e^{-z/(\Lambda\mu)} .
$$

Phonons with $\mu<0$ give the mirror image and the same average over the film.

The heat flux contains $v_x\phi\propto v_x^2g$. Averaged over azimuth, $v_x^2$ is proportional to $1-\mu^2$. Since $\int_0^1(1-\mu^2)\,d\mu=2/3$, the normalized ratio carries a factor $3/2$. The average over thickness is

$$
\frac1d\int_0^d e^{-z/(\Lambda\mu)}dz=\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right).
$$

Therefore

$$
F(\delta)=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)\left(1-e^{-\delta/\mu}\right)d\mu .
$$

The part without the exponential uses $\int_0^1(\mu-\mu^3)d\mu=1/4$. For the rest, put $t=1/\mu$ in $E_n(\delta)=\int_1^\infty t^{-n}e^{-\delta t}dt$, which gives $E_n=\int_0^1\mu^{n-2}e^{-\delta/\mu}d\mu$. Thus

$$
\boxed{F(\delta)=1-\frac{3}{8\delta}+\frac{3}{2\delta}\left[E_3(\delta)-E_5(\delta)\right]}
$$

The compact form drops the bracket, which is exponentially small for $\delta\gg1$ but not here. These relations contain only ratios of lengths, so they read the same in atomic units and in nanometres.

The inversion has one answer. At a given $z/d$ and $\mu$, $g=1-e^{-\delta(z/d)/\mu}$ rises with $\delta$. Its average $F$ therefore rises too, from 0 for a vanishingly thin film to 1 for a thick one.

## Inversion in the thin-film regime

Since $R$ is small, expand for small $\delta$. Let $L=\ln(1/\delta)-\gamma$, with $\gamma=0.5772$ Euler's constant. Start from $E_1=L+\delta-\delta^2/4+\dots$ and use $nE_{n+1}=e^{-\delta}-\delta E_n$, which follows from integration by parts:

$$
\begin{aligned}
E_2&=1-\delta(1+L)-\frac{\delta^2}{2}+\dots\\
E_3&=\frac12-\delta+\delta^2\left(\frac34+\frac L2\right)+\frac{\delta^3}{6}+\dots\\
E_4&=\frac13-\frac{\delta}{2}+\frac{\delta^2}{2}+\dots\\
E_5&=\frac14-\frac{\delta}{3}+\frac{\delta^2}{4}-\frac{\delta^3}{6}+\dots
\end{aligned}
$$

The difference is

$$
E_3-E_5=\frac14-\frac{2\delta}{3}+\frac{\delta^2}{2}(1+L)+\frac{\delta^3}{3}+\dots
$$

Multiplied by $3/(2\delta)$, its first term cancels $-3/(8\delta)$ and its second cancels the 1 in $F$. What remains is

$$
F=\frac{3\delta}{4}\left[\ln\frac1\delta+1-\gamma\right]+\frac{\delta^2}{2}+O(\delta^3\ln\delta).
$$

Setting $F=R$ and solving for the $\delta$ in front of the bracket gives an iteration:

$$
\delta_{\rm new}=\frac{4}{3}\,\frac{R-\delta^2/2}{\ln(1/\delta)+1-\gamma}.
$$

From $\delta=0.1$, the first step is

$$
\frac43\,\frac{0.150-0.005}{2.3026+0.4228}=0.07094 .
$$

The next values are 0.06408, 0.06222, 0.06170 and 0.06155, and the iteration settles at 0.06149. The full relation gives $\delta=0.06153$, so the omitted terms hardly matter. A direct finite-difference solution of the equation for $g$ at this $\delta$ returns $F=0.15000$. The path is

$$
\Lambda_{\rm film}=\frac{20\ {\rm nm}}{0.06153}\simeq325\ {\rm nm}\quad(3250\ \text{angstrom}).
$$

This is 7.5 times the kinetic estimate.

The inversion amplifies errors. To leading order,

$$
\frac{d\ln F}{d\ln\delta}=1-\frac{1}{\ln(1/\delta)+1-\gamma}\simeq0.69,
$$

and the full relation gives 0.70. A small relative error in $R$ thus becomes about 1.4 times as large in $\Lambda$. For $R=0.13$ the path is 397 nm, and for $R=0.17$ it is 272 nm. Such an error cannot close a gap of 7.5.

## Why the two paths differ

Real phonons have many speeds and free paths. Let group $i$ have heat capacity $C_i$, speed $v_i$ and path $\Lambda_i$. Define

$$
w_i=\frac{C_iv_i}{\sum_jC_jv_j},\qquad
\bar\Lambda=\sum_iw_i\Lambda_i,\qquad
k=\frac13\sum_iC_iv_i\Lambda_i .
$$

It follows that $\bar\Lambda=3k/\sum_iC_iv_i$. In the relaxation-time approximation each group obeys its own film equation. The film ratio is the average of $F(d/\Lambda_i)$, weighted by each group's share of the bulk conductivity:

$$
R=\frac{1}{\bar\Lambda}\sum_iw_i\,h(\Lambda_i),\qquad h(\Lambda)=\Lambda F(d/\Lambda).
$$

Here $h$ is the effective path of a group inside the film. It is an average, over position and direction, of $\Lambda(1-e^{-s/\Lambda})$, where $s=z/\mu$ is the distance back to the wall that the phonon left. Differentiating at fixed $s$,

$$
\frac{d}{d\Lambda}\left[\Lambda(1-e^{-s/\Lambda})\right]=1-e^{-s/\Lambda}-\frac{s}{\Lambda}e^{-s/\Lambda}.
$$

In the second derivative, the middle term gives $-(s/\Lambda^2)e^{-s/\Lambda}$. The last gives $+(s/\Lambda^2)e^{-s/\Lambda}-(s^2/\Lambda^3)e^{-s/\Lambda}$. The sum is

$$
-\frac{s^2}{\Lambda^3}e^{-s/\Lambda}<0 .
$$

So $h$ is concave, and the average of $h$ cannot exceed $h$ at the average path:

$$
R\le\frac{h(\bar\Lambda)}{\bar\Lambda}=F(d/\bar\Lambda).
$$

The gray inversion defines $\Lambda_{\rm film}$ by $R=F(d/\Lambda_{\rm film})$. Because $F$ increases with its argument,

$$
\boxed{\Lambda_{\rm film}\ge\bar\Lambda}
$$

with equality when all contributing paths are equal. This holds for diffuse walls and relaxation-time scattering, whatever the distribution of paths.

Two limits show what the film measures. If every path is much shorter than $d$, then $h\simeq\Lambda-3\Lambda^2/(8d)$ and

$$
R\simeq1-\frac{3}{8d}\,\frac{\sum_iw_i\Lambda_i^2}{\bar\Lambda}.
$$

The inverted path is then $\sum w_i\Lambda_i^2/\bar\Lambda$, the mean weighted by conductivity instead of by $C_iv_i$. If a path is much longer than $d$, then

$$
h\simeq\frac{3d}{4}\left[\ln\frac{\Lambda}{d}+1-\gamma\right].
$$

Its contribution still grows with $\Lambda$, but only logarithmically. Long paths that raise the bulk conductivity strongly do little for the film, and this lowers $R$.

There is a second cause. The kinetic estimate used the whole heat capacity and the sound speed, that is, $Cv_s$ in place of $\sum C_iv_i$. Optical phonons and acoustic phonons near the zone edge store heat but move slowly. When $\sum C_iv_i<Cv_s$, the estimate $\Lambda_{\rm kin}$ lies below $\bar\Lambda$.

## Sizing the two causes

A simple acoustic model separates these effects. It has three equal branches in a spherical zone of radius $q_D$:

$$
\omega=\omega_m\sin\frac{\pi q}{2q_D},\qquad v_q=v_s\cos\frac{\pi q}{2q_D},\qquad \omega_m=\frac{2v_sq_D}{\pi}.
$$

The speed is the derivative $d\omega/dq$. The zone holds one state per branch and primitive cell, so $q_D^3=6\pi^2/V$ with $V=a^3/4$ and $a=0.543$ nm. Each mode has the harmonic heat capacity

$$
k_B\frac{x^2e^x}{(e^x-1)^2},\qquad x=\frac{\omega}{k_BT}\quad(\hbar=1).
$$

Optical modes are taken to carry no heat. The scattering rate is proportional to $\omega^2$, with its prefactor set by the bulk conductivity. Nothing is adjusted to the film.

The acoustic heat capacity is 0.949 MJ/(m³ K), and the mean speed, weighted by heat capacity, is 2281 m/s. Hence

$$
\bar\Lambda=\frac{3\times148}{0.949\times10^6\times2281}\ {\rm m}\simeq205\ {\rm nm}.
$$

This exceeds the kinetic estimate by a factor of

$$
\frac{1.66}{0.949}\times\frac{6200}{2281}\simeq4.8 .
$$

A gray film with a 205 nm path would have $R=0.206$. The model's spread of paths lowers this to $R=0.155$, which a gray inversion reads as 311 nm. The spread therefore contributes a further factor of 1.5. Together the two factors give 7.2, close to the 7.5 found from the given ratio. In this model, the use of total heat capacity and sound speed is the larger cause. The split depends on the dispersion and on leaving the optical modes out of $\sum C_iv_i$. With separate quadratic fits to the longitudinal and transverse branches, $\bar\Lambda$ is about 180 nm. If the optical modes are also counted with their group speeds, it is about 130 nm. The first factor is then about 3, and a factor of about 2.5 remains to reach 325 nm, so the two causes are comparable.

The closeness of 0.155 to 0.15 should not be read as proof of the model. With a rate proportional to $\omega$ and the same bulk conductivity, the ratio becomes 0.185. The value of $\bar\Lambda$ does not change, since it depends on the scattering law only through $k$. Doubling the mesh from 400 to 800 points moves the model ratio by about $10^{-13}$, so the uncertainty lies in the physics and not in the integration.

The quadratic law also limits the use of the thick-film result. Near $q=0$, $w$ varies as $q^2$ and $\Lambda^2$ as $q^{-4}$, so $\sum w_i\Lambda_i^2$ diverges. Some paths exceed any thickness, and the short-path limit is never reached for the whole spectrum. A gray path obtained at 20 nm should therefore not be carried over to another thickness as a material constant.

## What happens if the walls are not fully diffuse

Let a fraction $p$ of phonons reflect specularly. By mirror symmetry, a phonon arriving at $z=0$ has the same $g$ as its mirror partner arriving at $z=d$, so the wall condition for $\mu>0$ is $g(0)=p\,g(d)$. Put $g=1-Be^{-z/(\Lambda\mu)}$:

$$
1-B=p\left(1-Be^{-\delta/\mu}\right)
\quad\Longrightarrow\quad
B=\frac{1-p}{1-pe^{-\delta/\mu}} .
$$

This $B$ multiplies the integrand in the first integral for $F$. At $p=1$ it vanishes and the film conducts like the bulk. At $p=0.2$, the given ratio requires a gray path of 465 nm. Partly specular walls thus widen the gap to the kinetic estimate.

Long waves see a smoother wall. For Gaussian height variations of rms size $\eta$, a wave at normal incidence acquires a phase of $2q$ times the height. The mean amplitude is reduced by $e^{-2q^2\eta^2}$, and its square gives $p_q=e^{-4q^2\eta^2}$. With $\eta=0.3$ nm, and this $p_q$ used at all angles, the average of $p_q$ weighted by bulk heat conduction is 0.23. The $\omega^2$ model's film ratio rises from 0.155 to 0.171.

This is a strong underestimate, because the phase depends on angle. Away from normal incidence it is $2q\mu$ times the height, so the specular fraction becomes $e^{-4q^2\eta^2\mu^2}$. Grazing phonons, which carry much of the heat along a thin film, then reflect almost as from a mirror. With this angular form the model ratio rises to about 0.39. This phase estimate treats the wall as locally flat, which is least safe at grazing angles. Within it, fully diffuse walls are a strong assumption of the exercise, not a small approximation, for a wall this smooth.

## Reading the result for real films

The inputs are rough values for pure crystalline silicon near room temperature, and 20 nm is a realistic thickness for a silicon device layer. The ratio 0.15 is given in the problem, not predicted. Device layers may also contain dopants and defects, which breaks the assumption that the film differs from the bulk only by its walls. If these lowered the film's own bulk conductivity by 12 percent, the wall ratio would be $0.15/0.88\simeq0.17$, and the film's own gray path would be about 270 nm instead of 325 nm. A fin has side walls as well, so the two-wall relation does not apply to it unless those walls are far apart compared with the path.

Temperature matters too. If the gray path varies as $1/T$, with $C$ and $v$ held fixed, it falls to 244 nm at 400 K and the ratio rises to 0.183. The bulk conductivity falls to $0.75\times148=111$ W/(m K), so the film has about 20 W/(m K), against 22 W/(m K) at 300 K. In this estimate the film loses less than the bulk because its walls do not change with temperature. Bulk silicon in fact falls faster than $1/T$, to about 99 W/(m K) at 400 K. Scaling the path by that ratio gives 217 nm and a ratio of 0.198, and the film again has about 20 W/(m K).

The ray picture requires wavelengths short compared with the thickness. The thermal wavelength, $2\pi v_s/(k_BT)$ with $\hbar=1$, is 0.99 nm, about one twentieth of the film. This supports the picture for typical thermal phonons, but not for the longest waves, whose modes across the film are discrete.

The answer to the exercise is thus a gray path of about 0.3 µm. It is an effective length for this film, valid for fully diffuse walls. The 43 nm estimate lies below it for two reasons: it assigns the sound speed to the whole heat capacity, and it ignores the spread of paths. How the gap divides between the two depends on the phonon model. The remaining values are in the numerical output.

## Table of computed values

```
film thickness: 20.0 nm
given film/bulk ratio: 0.150
bulk conductivity: 148 W/(m K)
film conductivity: 22.2 W/(m K)
total heat capacity: 1.66 MJ/(m^3 K)
sound speed: 6200 m/s
temperature: 300 K
kinetic path: 43.1 nm
inverted delta: 0.06153
inverted path: 325.1 nm = 3251 angstrom
inverted / kinetic path: 7.53
ratio from transport equation at this delta: 0.15000
thin-film series at this delta: 0.15007
hand iterates of delta: 0.10000 0.07094 0.06408 0.06222 0.06170 0.06155
hand iteration, last delta: 0.06149
film ratio if path is kinetic: 0.504
film conductivity then: 74.6 W/(m K)
path from thick-film formula (misused): 45.3 nm
delta of that path: 0.441
true film ratio for that path: 0.493
inverted path for ratio 0.13: 397 nm
inverted path for ratio 0.17: 272 nm
model lattice constant: 0.543 nm
model top phonon energy: 0.0296 eV
model acoustic heat capacity: 0.949 MJ/(m^3 K)
model mean group speed: 2281 m/s
model mean path (heat capacity x speed): 205.2 nm
gray film ratio at model mean path: 0.2056
model film ratio, rate ~ omega^2: 0.1547
gray path inverted from model ratio: 311.0 nm
factor from heat capacity and speed: 4.76
factor from spread of paths: 1.52
model film ratio, rate ~ omega: 0.1853
model ratio shift, 400 to 800 mesh points: 1.5e-13
wall roughness for specular check: 0.3 nm
heat-weighted specular fraction: 0.232
model film ratio with specular part: 0.1711
gray inverted path if p = 0.2: 465 nm
thermal wavelength h v/(k_B T): 0.99 nm
thickness / thermal wavelength: 20.2
gray film ratio at 400 K, path ~ 1/T: 0.183
```
